\section*{How one more phonon suppresses weak-coupling multiphonon capture}

\section{A deeper level and a slower capture}

A free carrier in a semiconductor can disappear into a defect level without emitting light. The energy it gives up can then go into lattice vibrations. If the level is deep, this energy is several times that of one phonon, and several phonons must be emitted in a single electronic transition. Suppose that two defects couple to the lattice equally strongly, but the level of one lies deeper by one phonon energy. How much more slowly does it capture?

Let $E$ be the energy difference between the free and the captured state, each with its lattice in its own vibrational ground state. Let one effective mode of energy $\omega$ take up this energy. Hartree atomic units are used, with $\hbar=1$. If $p$ phonons are emitted, energy conservation requires $E=p\omega$. The question concerns the step from $p$ to $p+1$.

\section{The estimate}

Capture changes the charge around the defect, and the equilibrium position of the mode moves. Let $g$ be this displacement in dimensionless units, and define the Huang--Rhys factor $S=g^2$. Seen from the new equilibrium, the old lattice ground state is a displaced ground state. With $b^\dagger$ creating a quantum of the final oscillator, the displacement acts as
\begin{equation}
e^{g(b^\dagger-b)}=\sum_n \frac{g^n}{n!}(b^\dagger-b)^n .
\end{equation}

For small $g$, the lowest term that can create $p$ quanta from none is the one with $n=p$, and in it each factor must supply a $b^\dagger$. Since $(b^\dagger)^p$ acting on the ground state gives $\sqrt{p!}$ times the $p$-quantum state, the amplitude is
\begin{equation}
\frac{g^p}{p!}\sqrt{p!}=\frac{g^p}{\sqrt{p!}} .
\end{equation}
The probability is $S^p/p!$. One more phonon multiplies it by
\begin{equation}
\frac{S^{p+1}/(p+1)!}{S^p/p!}=\frac{S}{p+1}.
\label{eq:estimate}
\end{equation}

The factor $S$ is the price of one more power of the weak displacement. The factor $1/(p+1)$ is the net result of two effects in the probability: the series coefficient contributes $1/(p+1)^2$, and the larger matrix element for adding a quantum to an already excited mode gives back $p+1$. For $S=0.5$ and $p=10$ the rate falls by a factor of $11/0.5=22$.

The estimate used small $g$. It also left open how a rate is defined for a mode with discrete levels, and how the result is related to an exponential energy-gap law.

\section{The controlled derivation}

\subsection{Lattice states}

The mode is taken to have the same frequency before and after capture. Let $a$ be the annihilation operator about the initial equilibrium. The two lattice Hamiltonians are
\begin{align}
H_i&=\omega\left(a^\dagger a+\tfrac12\right),\\
H_f&=\omega\left(b^\dagger b+\tfrac12\right),\qquad b=a+g ,
\end{align}
with $g$ real and positive. Multiplying out the second one shows what the displacement means:
\begin{equation}
b^\dagger b=(a^\dagger+g)(a+g)=a^\dagger a+g(a+a^\dagger)+S .
\end{equation}
The linear term is the force that capture exerts on the lattice. The constant $S\omega$ is the energy released when the lattice relaxes from the old equilibrium to the new one. The zero-point energies are equal and cancel from the energy balance, which leaves $E=p\omega$.

The lattice is assumed cold, $k_{\mathrm B}T\ll\omega$, so that it starts in the state $|0\rangle$ with $a|0\rangle=0$. Then
\begin{equation}
b|0\rangle=(a+g)|0\rangle=g|0\rangle .
\label{eq:coherent}
\end{equation}
Let $|n_f\rangle$ be the eigenstates of $b^\dagger b$ and $c_n=\langle n_f|0\rangle$. Because $\langle n_f|b=\sqrt{n+1}\,\langle (n+1)_f|$, projecting Eq.~\eqref{eq:coherent} on $\langle n_f|$ gives
\begin{equation}
\sqrt{n+1}\,c_{n+1}=g\,c_n
\quad\Longrightarrow\quad
c_n=\frac{g^n}{\sqrt{n!}}\,c_0 .
\label{eq:recursion}
\end{equation}
Normalization fixes $c_0$:
\begin{equation}
1=\sum_n|c_n|^2=|c_0|^2\sum_n\frac{S^n}{n!}=|c_0|^2e^{S},
\end{equation}
so $c_0=e^{-S/2}$ with a suitable choice of phase. The probability of finding $p$ quanta is therefore the Poisson distribution
\begin{equation}
P(p)=|c_p|^2=e^{-S}\frac{S^p}{p!}.
\label{eq:poisson}
\end{equation}
No expansion in $g$ was made. The higher orders missing from the estimate sum to the factor $e^{-S}$, which does not depend on $p$.

\subsection{From probability to rate}

Let the electronic coupling $V$ between the free and the captured state be independent of the lattice coordinate. To lowest order in $V$, the golden rule for a transition energy $E'$ gives
\begin{equation}
w(E')=2\pi V^2\sum_m P(m)\,\delta(E'-m\omega).
\end{equation}
A single sharp mode thus gives a set of lines. A finite rate follows if the transition energies in an ensemble of defects are spread uniformly over a window of width $\omega$ centred on $p\omega$. This window contains the line $m=p$ and no other:
\begin{align}
W(p)&=\frac1\omega\int_{(p-1/2)\omega}^{(p+1/2)\omega}w(E')\,dE' \nonumber\\
&=\frac{2\pi V^2}{\omega}P(p).
\label{eq:rate}
\end{align}
In an undamped mode, off-resonant lines cause only a bounded admixture of the captured state, which does not grow with time and is not part of the rate. The emitted quanta are assumed to leave the mode before the carrier can return, but with so little broadening of the lines that the tails of off-resonant lines contribute negligibly to the rate. For large $p$ this is a strict condition, because at weak coupling the lines with fewer phonons carry far more weight. Take $S=0.5$ and the step from $p=10$ to 11, and give every line a Lorentzian shape of the same full width. The rate then falls by 21.6 for a width of $10^{-10}\omega$, by 8 for $10^{-8}\omega$, and by only 1.2 for $10^{-4}\omega$, against 22 for sharp lines. The results below therefore require line tails that fall off much faster than a Lorentzian far from the line centre.

At fixed $V$, $\omega$ and $S$, the prefactor and $e^{-S}$ cancel in the ratio of two rates:
\begin{equation}
\frac{W(p+1)}{W(p)}=\frac{P(p+1)}{P(p)}=\frac{S}{p+1}.
\label{eq:ratio}
\end{equation}
Within this model the estimate~\eqref{eq:estimate} holds for any $S$. What does depend on coupling strength is whether the ratio is small, which requires $p+1\gg S$.

\subsection{The energy-gap law}

Adding $k$ phonons multiplies the rate by $k$ such ratios. With
\begin{equation}
\lambda=\ln\frac{p+1}{S},
\end{equation}
and $p+j=(p+1)\left[1+(j-1)/(p+1)\right]$, the logarithm is
\begin{align}
\ln\frac{W(p+k)}{W(p)}
&=-\sum_{j=1}^{k}\ln\frac{p+j}{S}\nonumber\\
&=-k\lambda-\sum_{j=1}^{k}\ln\left(1+\frac{j-1}{p+1}\right).
\label{eq:kphonons}
\end{align}
For $x\ge0$ one has $0\le\ln(1+x)\le x$, and $\sum_{j=1}^k(j-1)=k(k-1)/2$. Hence
\begin{equation}
\exp\left[-\frac{k(k-1)}{2(p+1)}\right]
\le\frac{W(p+k)}{W(p)\,e^{-k\lambda}}\le1 .
\label{eq:bounds}
\end{equation}
If $k(k-1)\ll2(p+1)$, the middle quantity is close to one. Writing the added energy as $\Delta E=k\omega$ then gives
\begin{equation}
W(E+\Delta E)\simeq W(E)\,e^{-\lambda\,\Delta E/\omega}.
\label{eq:gaplaw}
\end{equation}
This is the energy-gap law, with decay energy $\omega/\lambda$. It is a local exponential. Over a wider range $\lambda$ grows logarithmically with $p$, and the Poisson tail falls faster than any one of these exponentials.

\subsection{Average exponent and local slope}

The gap law is also written in a form that follows from Stirling's formula,
\begin{equation}
\ln p!=p\ln p-p+\tfrac12\ln(2\pi p)+\delta,\qquad 0<\delta<\frac1{12p}.
\end{equation}
Inserting this in Eq.~\eqref{eq:poisson} gives
\begin{align}
-\ln P(p)&=S-p\ln S+\ln p!\nonumber\\
&=S+p\gamma+\tfrac12\ln(2\pi p)+\delta,
\label{eq:stirling}\\
\gamma&=\ln\frac pS-1 .
\end{align}
The leading behaviour for $p\gg S$ is $W\sim e^{-\gamma E/\omega}$, which looks like Eq.~\eqref{eq:gaplaw} with a different exponent. The difference arises because $\gamma$ itself depends on $p$. Since $-\ln P(0)=S$, the quantity $\gamma$ is, apart from the slowly varying terms, the average exponent per phonon over the whole range from $0$ to $p$. The local slope of the leading term is
\begin{equation}
\frac{d}{dp}(p\gamma)=\ln\frac pS-1+p\,\frac1p=\ln\frac pS=\gamma+1 .
\end{equation}
If $e^{\gamma}$ is used as the suppression for one added phonon, the result is too small by the factor
\begin{equation}
\frac{e^{\lambda}}{e^{\gamma}}=\frac{p+1}{S}\,\frac{eS}{p}=e\,\frac{p+1}{p}.
\label{eq:misuse}
\end{equation}

\section{Numbers and comparison}

Take round model parameters, not assigned to any material: $\omega=0.002$ hartree, $S=0.5$, and a transition energy that grows from $0.020$ to $0.022$ hartree. Then $p$ goes from 10 to 11, and Eq.~\eqref{eq:poisson} gives
\begin{align}
P(10)&=e^{-0.5}\,\frac{0.5^{10}}{10!}=1.63\times10^{-10},\\
P(11)&=\frac{0.5}{11}\,P(10)=7.4\times10^{-12}.
\end{align}
The ratio is $0.045$, a suppression by 22. The local slope is $\lambda=\ln22=3.09$, and the decay energy is
\begin{equation}
\frac\omega\lambda=\frac{0.002}{3.09}=6.5\times10^{-4}\ \text{hartree},
\end{equation}
or about 18 meV. This is about a third of the phonon energy. The model defines the rate only at whole numbers of phonons, so the decay energy describes the exponential through these points, not the effect of a shift smaller than $\omega$.

For two added phonons the Poisson tail gives a suppression of $22\times24=528$, and the local exponential gives $22^2=484$. For three, the values are $528\times26=1.37\times10^4$ and $22^3=1.06\times10^4$. The Poisson rate is thus 0.92 and 0.78 of the exponential one. The lower bounds in Eq.~\eqref{eq:bounds} are 0.91 and 0.76. For a change of one or two phonons the exponential is adequate here; at three it already overestimates the rate noticeably.

The average exponent is $\gamma=\ln20-1=2.00$. Used as a local slope, it would predict a suppression of only 7.4 for the added phonon, too small by the factor 2.99 of Eq.~\eqref{eq:misuse}.

In this example the ratio is also less sensitive to the coupling strength than the rate itself. From Eq.~\eqref{eq:poisson}, $d\ln P/d\ln S=p-S$, whereas the ratio is proportional to $S$. Doubling $S$ to 1 doubles the ratio, so that the suppression becomes 11. The weight $P(10)$ meanwhile grows by $2^{10}e^{-0.5}\simeq620$. Within this model, an uncertainty of a factor of two in $S$ therefore changes the suppression by the same factor, but the absolute rate by several hundred.

\section{A coupling that depends on the lattice}

The constant $V$ is an assumption about the defect. In another case the electronic coupling vanishes at the initial equilibrium and grows linearly with the displacement, $V_1(a+a^\dagger)$. Since $a|0\rangle=0$ and $a^\dagger=b^\dagger-g$, the matrix element is
\begin{align}
\langle p_f|(a+a^\dagger)|0\rangle
&=\langle p_f|(b^\dagger-g)|0\rangle\nonumber\\
&=\sqrt p\,c_{p-1}-g\,c_p .
\end{align}
Equation~\eqref{eq:recursion} gives $c_{p-1}=\sqrt p\,c_p/g$, so the right-hand side equals $(p/g-g)c_p=(p-S)c_p/g$. Its square is $P(p)(p-S)^2/S$, and the ratio of rates becomes
\begin{equation}
\frac{W_1(p+1)}{W_1(p)}=\frac{S}{p+1}\left(\frac{p+1-S}{p-S}\right)^2 .
\end{equation}
In the example the squared bracket is $(10.5/9.5)^2=1.22$. The ratio rises to $0.056$ and the suppression falls from 22 to 18. For $p-S\gg1$ the bracket tends to one, and the choice between constant and linear coupling then matters little for the step. A mixture of the two can behave differently, because their amplitudes may cancel near a particular $p$. Near $p=S$ the linear matrix element vanishes, and this ratio is no longer a useful measure.

\section{Where the suppression ends}

With constant coupling, Eq.~\eqref{eq:ratio} exceeds one when $p+1<S$. For $S=12$, the step from 10 to 11 phonons gives $12/11=1.09$: the deeper level captures slightly faster. The reason can be seen in the potential curves. At the initial equilibrium, the final curve lies $S\omega$ above its own minimum, and the initial curve lies $E$ above that minimum. They cross there when $E=S\omega$, and the lattice then needs no rearrangement before the transition. Increasing $E$ towards this value helps capture; increasing it far beyond leads into the tail, where the gap law applies.

The numbers depend strongly on the assumption that the mode has the same frequency before and after capture. A change of frequency creates quanta in pairs, and at small $S$ and large $p$ even a weak pair term can compete with the high power of $g$. Keep the shift of the equilibrium coordinate and the initial frequency of the example fixed, and let the transition energy again be 10 and then 11 final quanta. If the final frequency is 2\% higher than the initial one, the suppression is 16 instead of 22; if it is 2\% lower, the suppression is 40. If the force that capture exerts at the initial equilibrium is held fixed instead of the shift, these values become 17 and 35. The factor 22 is therefore a property of the equal-frequency model, not a prediction for a real defect.

The numbers also rest on a cold lattice and a single sharp mode. At 300 K, $k_{\mathrm B}T$ is about half the phonon energy of the example, and the suppression is 19 instead of 22. Phonons already present stimulate further emission, and a spread of phonon energies allows the same $E$ to be shared among different numbers of quanta. Both can change the suppression factor, and neither is contained in $S/(p+1)$.

Numbers in the example were calculated in double precision.
